# How Substrate Clamping Stiffens the Quartic Energy of a Perovskite Film

## 1. Definitions and conventions

A cubic perovskite film lies on a thick substrate, with its cube axes 1 and 2 in the plane and axis 3 along the normal. Its top surface carries no mechanical load. The film is uniform and has a single polarization $\mathbf P=(P_1,P_2,P_3)$.

Stresses and strains are written as six-component columns: components 1, 2, 3 are normal, and components 4, 5, 6 are the shears 23, 13, 12, with engineering shear strains. Tensile stress is positive. At fixed temperature and stress $\sigma$, the elastic Gibbs energy per volume is

$$
G=L(\mathbf P)-\tfrac12\,\sigma^{T}s\,\sigma-\sigma^{T}S^{0}(\mathbf P),
$$

$$
L=a_1\sum_iP_i^2+a_{11}\sum_iP_i^4+a_{12}\sum_{i<j}P_i^2P_j^2 .
$$

The cubic compliance matrix $s$ has the constants $s_{11},s_{12},s_{44}$. The electrostrictive strain $S^0$ is the strain that the polarization causes at zero stress:

$$
\begin{aligned}
S^0_1&=Q_{11}P_1^2+Q_{12}(P_2^2+P_3^2),\\
S^0_2&=Q_{11}P_2^2+Q_{12}(P_1^2+P_3^2),\\
S^0_3&=Q_{11}P_3^2+Q_{12}(P_1^2+P_2^2),
\end{aligned}
$$

with shears $S^0_4=Q_{44}P_2P_3$, $S^0_5=Q_{44}P_1P_3$ and $S^0_6=Q_{44}P_1P_2$.

Here $a_{11}$ is the whole coefficient of $P_3^4$ at constant stress. If the energy is instead written $(\beta/4)P_3^4$, then $\beta=4a_{11}$, and every change of $a_{11}$ below is multiplied by four in $\beta$.

The substrate and the free surface impose

$$
S_1=S_2=S_m,\quad S_6=0,\qquad \sigma_3=\sigma_4=\sigma_5=0 .
$$

The misfit strain $S_m$ is measured from the unpolarized, stress-free film and does not change when $\mathbf P$ changes. I abbreviate $s_+=s_{11}+s_{12}$. The result to be derived is

$$
\boxed{a_{33}^*=a_{11}+\frac{Q_{12}^2}{s_{11}+s_{12}}}
$$

for the coefficient of $P_3^4$ in the film.

## 2. The stress that the substrate must supply

The strain conjugate to $\sigma$ follows from $G$:

$$
S=-\frac{\partial G}{\partial\sigma}=s\,\sigma+S^0 .
$$

The two minus signs in $G$ thus make both the elastic and the electrostrictive strain enter with a plus sign.

Take first $\mathbf P=(0,0,P)$. Axes 1 and 2 are then equivalent, so $\sigma_1=\sigma_2=\sigma$. The shear $S^0_6$ vanishes, so $S_6=0$ gives $\sigma_6=0$. The first strain component reads

$$
S_m=s_{11}\sigma+s_{12}\sigma+Q_{12}P^2,
$$

and therefore

$$
\sigma=\frac{S_m-Q_{12}P^2}{s_+}.
$$

If $Q_{12}$ is negative, as in barium titanate, a film polarized along its normal tends to shrink in the plane. The substrate prevents this, and the polarization adds a tensile stress proportional to $P^2$.

## 3. The potential for fixed in-plane strain

$G$ is the right potential when stress is held. Here three strains are held instead, so a Legendre transformation is needed for those three pairs:

$$
\tilde G=G+S_1\sigma_1+S_2\sigma_2+S_6\sigma_6 .
$$

The pairs 3, 4 and 5 are not transformed, because their stresses are fixed, at zero. For $\mathbf P=(0,0,P)$,

$$
\sigma^Ts\,\sigma=2s_{11}\sigma^2+2s_{12}\sigma^2=2s_+\sigma^2,
\qquad \sigma^TS^0=2Q_{12}\sigma P^2 .
$$

Hence

$$
\begin{aligned}
\tilde G&=a_1P^2+a_{11}P^4-s_+\sigma^2-2Q_{12}\sigma P^2+2S_m\sigma\\
&=a_1P^2+a_{11}P^4-s_+\sigma^2+2\sigma(S_m-Q_{12}P^2).
\end{aligned}
$$

By Section 2 the last bracket equals $s_+\sigma$. The two elastic terms add to $-s_+\sigma^2+2s_+\sigma^2=s_+\sigma^2$, so

$$
\tilde G=a_1P^2+a_{11}P^4+\frac{(S_m-Q_{12}P^2)^2}{s_+}.
$$

Expanding the square gives

$$
\tilde G=\frac{S_m^2}{s_+}
+\left(a_1-\frac{2S_mQ_{12}}{s_+}\right)P^2
+\left(a_{11}+\frac{Q_{12}^2}{s_+}\right)P^4 .
$$

The first term does not depend on $P$. The second defines $a_3^*=a_1-2S_mQ_{12}/s_+$, and the third is the stated result. The misfit changes the quadratic coefficient, while the quartic shift is present even at $S_m=0$. It comes from the strain that the polarization wants to produce and cannot.

The added terms in $\tilde G$ matter. If $\sigma$ is inserted into $G$ alone, the elastic part is

$$
-s_+\sigma^2-2Q_{12}\sigma P^2
=-\sigma\,(s_+\sigma+2Q_{12}P^2)
=-\frac{(S_m-Q_{12}P^2)(S_m+Q_{12}P^2)}{s_+},
$$

which equals $(Q_{12}^2P^4-S_m^2)/s_+$. The quartic coefficient survives, but the misfit term in $P^2$ is lost.

## 4. The same result from the electric field

The field that holds $P$ in equilibrium is $E=(\partial G/\partial P)_\sigma$, evaluated at the stress actually present:

$$
E=2a_1P+4a_{11}P^3-4Q_{12}\sigma P .
$$

Inserting $\sigma$ gives

$$
-4Q_{12}\sigma P=-\frac{4S_mQ_{12}}{s_+}P+\frac{4Q_{12}^2}{s_+}P^3,
$$

and so

$$
E=2a_3^*P+4a_{33}^*P^3=\frac{d\tilde G}{dP}.
$$

This shows the mechanism. The stress contains a part $-Q_{12}P^2/s_+$ made by the polarization itself. Acting back through electrostriction, it gives a restoring field proportional to $+Q_{12}^2P^3$. Because $Q_{12}$ enters twice, its sign does not matter for the quartic shift. It does matter for the misfit term.

## 5. What the free top surface does

The normal strain is not held. From $S=s\sigma+S^0$ with $\sigma_3=0$,

$$
S_3=Q_{11}P^2+2s_{12}\sigma .
$$

To see how this relaxation enters, use the stiffness matrix $c=s^{-1}$ and the energy at given strain, $F=L+\frac12(S-S^0)^Tc\,(S-S^0)$. Set $S_m=0$ and $x=S_3-Q_{11}P^2$. The three normal components of $S-S^0$ are $(-Q_{12}P^2,-Q_{12}P^2,x)$, and

$$
F-L=(c_{11}+c_{12})Q_{12}^2P^4-2c_{12}Q_{12}P^2x+\tfrac12c_{11}x^2 .
$$

A free top means that $F$ is minimal in $x$, so $x=2c_{12}Q_{12}P^2/c_{11}$. Then

$$
F-L=\left(c_{11}+c_{12}-\frac{2c_{12}^2}{c_{11}}\right)Q_{12}^2P^4
=\frac{(c_{11}-c_{12})(c_{11}+2c_{12})}{c_{11}}\,Q_{12}^2P^4 .
$$

Inverting the cubic matrix gives $c_{11}-c_{12}=1/(s_{11}-s_{12})$, $c_{11}+2c_{12}=1/(s_{11}+2s_{12})$ and $c_{11}=s_+/[(s_{11}-s_{12})(s_{11}+2s_{12})]$. The prefactor is therefore $1/s_+$, as before. $Q_{11}$ has dropped out because $S_3$ follows the polarization freely.

If $S_3$ were also held at zero, then $x=-Q_{11}P^2$ and the shift would be

$$
\Delta_{\rm cl}=(c_{11}+c_{12})Q_{12}^2+2c_{12}Q_{11}Q_{12}+\tfrac12c_{11}Q_{11}^2 .
$$

This cannot be smaller than the film value, since the film value is the minimum over $x$. The film coefficient in turn cannot be smaller than the stress-free one. An elastically stable crystal has $s_{11}-s_{12}>0$ and $s_{11}+2s_{12}>0$, the eigenvalues of $s$ for the strain patterns $(1,-1,0)$ and $(1,1,1)$. Since

$$
3s_+=(s_{11}-s_{12})+2(s_{11}+2s_{12})>0,
$$

the shift is never negative. It vanishes if $Q_{12}=0$.

The condition $\sigma_3=0$ also sets a time scale: the field must vary slowly compared with the passage of sound through the film and any electrode on top of it, or $S_3$ cannot follow freely.

## 6. In-plane polarization and stability

Now let all components of $\mathbf P$ be present. Put $u_i=S_i-S_i^0$ for $i=1,2,6$. The held strains give $u=s\sigma$ in this subspace, so the elastic part of $\tilde G$ is $-\frac12\sigma^Tu+\sigma^Tu=\frac12\sigma^Tu$. Adding and subtracting the equations for $u_1$ and $u_2$ gives

$$
\sigma_1\pm\sigma_2=\frac{u_1\pm u_2}{s_{11}\pm s_{12}},
$$

and hence

$$
\tilde G-L=\frac{(u_1+u_2)^2}{4s_+}+\frac{(u_1-u_2)^2}{4(s_{11}-s_{12})}+\frac{Q_{44}^2P_1^2P_2^2}{2s_{44}} .
$$

The combinations are

$$
\begin{aligned}
u_1+u_2&=2S_m-(Q_{11}+Q_{12})(P_1^2+P_2^2)-2Q_{12}P_3^2,\\
u_1-u_2&=-(Q_{11}-Q_{12})(P_1^2-P_2^2).
\end{aligned}
$$

$P_3$ appears in the sum alone. Its quartic coefficient is $(2Q_{12})^2/(4s_+)=Q_{12}^2/s_+$, so the result holds with in-plane polarization too.

Collecting the terms with $P_1^2$ and $P_1^2P_3^2$ gives the coefficient of $P_1^2$ at given $P_3$:

$$
A_\perp=a_1-\frac{S_m(Q_{11}+Q_{12})}{s_+}+\left[a_{12}+\frac{Q_{12}(Q_{11}+Q_{12})}{s_+}\right]P_3^2 .
$$

The state $P_1=P_2=0$ is stable against small in-plane polarization if $A_\perp>0$. If this fails, the one-component law $E(P)$ no longer describes the film.

## 7. Effect on the permittivity

From here on $P=P_3$, and $\varepsilon_r$ is the slope of $D=\varepsilon_0E+P$ with respect to $E$, divided by $\varepsilon_0$. With $dE/dP=2a_3^*+12a_{33}^*P^2$,

$$
\varepsilon_r=1+\frac{1}{\varepsilon_0(2a_3^*+12a_{33}^*P^2)} .
$$

In a paraelectric film without bias $P=0$, and the quartic shift has no effect on $\varepsilon_r$. The misfit acts there, through $a_3^*$.

Under bias, eliminate $a_{33}^*$ with $4a_{33}^*P^3=E-2a_3^*P$:

$$
\frac{dE}{dP}=2a_3^*+3\left(\frac EP-2a_3^*\right)=\frac{3E}{P}-4a_3^* .
$$

At fixed $E>0$ and fixed $a_3^*>0$, a larger quartic coefficient lowers $P$, hence raises $dE/dP$ and lowers $\varepsilon_r$.

Two limits show the size of the effect. At weak field $P\simeq E/(2a_3^*)-4a_{33}^*E^3/(2a_3^*)^4$, so the relative change of $P$ due to the shift grows as $E^2$. When the cubic term dominates, $P\simeq(E/4a_{33}^*)^{1/3}$, and the shift multiplies $P$ by $(a_{11}/a_{33}^*)^{1/3}$.

## 8. Worked example: a 20 nm film at 0.5 MV/cm

The parameters are round values in the rough regime of paraelectric barium strontium titanate on silicon at 300 K:

- $s_{11}=6$, $s_{12}=-2$ and $s_{44}=9$ TPa$^{-1}$;
- $Q_{11}=0.09$, $Q_{12}=-0.03$ and $Q_{44}=0.04$ m$^4$/C$^2$;
- $a_{11}=8\times10^8$ and $a_{12}=1\times10^9$ J m$^5$/C$^4$;
- $S_m=0.1\,\%$, a film in tension. This is a mild value. A thermal mismatch of 7 ppm/K over a cooling of 500 K would give $0.35\,\%$, close to the $0.38\,\%$ at which $A_\perp$ of the unbiased film changes sign with these parameters.

The quadratic coefficient follows a Curie–Weiss law with constant $C=10^5$ K and temperature $T_0=200$ K:

$$
a_1=\frac{T-T_0}{2\varepsilon_0C}=5.65\times10^7\ \text{J m/C}^2 .
$$

With $s_+=4\times10^{-12}$ m$^2$/N the quartic shift is

$$
\frac{Q_{12}^2}{s_+}=\frac{9\times10^{-4}}{4\times10^{-12}}=2.25\times10^8\ \text{J m}^5/\text{C}^4 ,
$$

which is 28 % of $a_{11}$, so $a_{33}^*=1.025\times10^9$ J m$^5$/C$^4$. Holding $S_3$ as well would give a shift of $6.75\times10^8$ in the same unit, three times as much. The misfit adds $2(10^{-3})(0.03)/(4\times10^{-12})=1.5\times10^7$ to $a_1$, so $a_3^*=7.15\times10^7$ J m/C$^2$.

The field is $5\times10^7$ V/m. Solving $E=2a_3^*P+4a_{33}^*P^3$ numerically by root bracketing gives $P=0.181$ C/m$^2$, or 18.1 µC/cm$^2$. The linear term supplies about $2.6\times10^7$ V/m and the cubic term about $2.4\times10^7$ V/m, so the film is well into its nonlinear range.

The in-plane stress rises from 250 MPa at zero field to

$$
\sigma=\frac{1.00\times10^{-3}+0.98\times10^{-3}}{4\times10^{-12}}\ \text{Pa}\simeq495\ \text{MPa}.
$$

The normal strain is $0.294\,\%-0.198\,\%=0.096\,\%$, the two parts being $Q_{11}P^2$ and $2s_{12}\sigma$. The transverse coefficient is $A_\perp=5.9\times10^7$ J m/C$^2$, positive as required.

Three cases at the same field of 0.5 MV/cm separate the effects:

| Case | $P$ (µC/cm²) | $\varepsilon_r$, no bias | $\varepsilon_r$, bias |
|---|---:|---:|---:|
| Clamped film | 18.1 | 791 | 208 |
| Same $a_3^*$, no quartic shift | 19.2 | 791 | 229 |
| Stress-free | 20.4 | 1001 | 222 |

Comparing the first two rows, the quartic shift lowers $P$ by 5.8 %. The cubic-dominated limit of Section 7 would give $1-(0.800/1.025)^{1/3}\simeq8\,\%$.

The stress-free material has the highest permittivity without bias, but under bias it falls below the second row. Both rows have the same $a_{11}$. The smaller $a_1$ lets $P$ grow further, and the term $12a_{11}P^2$ rises from $3.5\times10^8$ to $4.0\times10^8$ V m/C. This outweighs the fall of the linear term from $1.43\times10^8$ to $1.13\times10^8$ V m/C.

## 9. Neglected effects and the real device

Each change of $P$ below is relative to the clamped film's 18.1 µC/cm$^2$, with one effect added at a time. The added parameters are rough.

**Electrode interface.** Real electrodes screen imperfectly. Represent this by a series capacitance $C_i=50$ µF/cm$^2$, so that the total voltage is

$$
V=Et+\frac{\varepsilon_0E+P}{C_i},
$$

where $t$ is the film thickness. At a fixed total of 1 V, the field in the film drops from 0.5 to 0.35 MV/cm and $P$ falls by 17 %. This is about three times the effect of the quartic shift. It is also a true size effect: at fixed $V/t$, the interface term matters more as $t$ shrinks, whereas $Q_{12}^2/s_+$ contains no thickness.

**Temperature of use.** At 358 K, $a_1$ rises. If the film expands by 7 ppm/K more than silicon, the misfit falls to 0.059 %, which offsets part of that rise. The net change of $P$ is −9.5 %.

**Sixth-order energy.** A term $a_{111}P^6$ with $a_{111}=10^9$ J m$^9$/C$^6$ adds $6a_{111}P^5$ to the field and changes $P$ by −1.1 %. The change grows almost in proportion to $a_{111}$: it is −3.1 % for $3\times10^9$ and −6.0 % for $6.6\times10^9$, as large as the effect of the quartic shift.

**Substrate compliance.** Let $r$ be the film's biaxial modulus times thickness divided by that of the substrate. A force per width $N$ at the top of a substrate of modulus $M$ and thickness $h$ stretches it by $N/(Mh)$. The moment $Nh/2$ bends it with curvature $6N/(Mh^2)$, adding $3N/(Mh)$ at the surface. The surface thus yields by $4N/(Mh)$, and the shift is divided by $1+4r$. The film modulus is $1/s_+=250$ GPa. For 0.7 mm of silicon with $M=180$ GPa, the loss is 0.016 % of the shift. This holds when the film is polarized over the whole wafer. Under an electrode much narrower than the wafer is thick, the substrate yields locally and the loss is larger: a few times the film thickness divided by the electrode width, or roughly 1 % for a strip 10 µm wide.

**Leakage and breakdown.** For a 1 eV electron barrier and the free-electron mass, the semiclassical tunnelling probability through the triangular barrier is about $10^{-59}$. Thermionic emission is the larger concern. The image force, with optical permittivity 5.5, lowers the barrier by $\sqrt{qE/(4\pi\varepsilon_0\,5.5)}=0.11$ V times the electron charge $q$. Richardson emission over the lowered barrier then gives about $1\times10^{-8}$ A/cm$^2$ at 300 K and $5\times10^{-6}$ A/cm$^2$ at 358 K. Thermally assisted tunnelling just below the barrier top, left out here, raises these values by about 50 % and 30 % in a semiclassical estimate for the free-electron mass. Quantum reflection at the abrupt potential drop into the metal works the other way and can more than cancel this gain. Richardson's law also assumes that electrons travel the 1.1 nm to the barrier top without scattering. At a mobility near 1 cm$^2$/(V s) their free path is much shorter, and diffusion over the barrier limits the emission to roughly a tenth of the Richardson value. Conduction through defects is also left out and can dominate in a real film, so these currents are not a prediction of its total leakage. The assumed breakdown field, 1.5 MV/cm, is three times the applied one.

**Comparison with real films.** The model's zero-bias permittivity of 791 assumes ideal electrodes, so the value measured on a real capacitor can be much lower. The film alone has a capacitance $791\,\varepsilon_0/t\simeq35$ µF/cm$^2$; in series with 50 µF/cm$^2$ this becomes about 21 µF/cm$^2$, an apparent permittivity near 465. Poorer interfaces lower it further. In a polycrystalline film the grains have other orientations, and the (001) formula does not apply to them. The 1 eV barrier suits a capacitor with a metal electrode; directly on silicon the electron barrier of titanates is small, and a gate stack needs a further insulating layer, which again acts as a series capacitance.

The quartic shift itself requires that the in-plane strain stay fixed while the field changes. Dislocations formed during growth may alter $S_m$ without altering the shift, provided they do not move with the field. A film patterned into islands can relax at its edges, which reduces the shift. The reduction is large when the width is comparable to the thickness and becomes small only when the width is many times the thickness.

Numerical values quoted here were computed with a short program.
